# Shot Noise of a Diffusive Wire from Its Two-Step Distribution

A metallic wire of length $L$ and uniform cross-section $A$ connects two large reservoirs. Impurities scatter its electrons elastically, with a mean free path $l\ll L$. A voltage $V$ is applied at zero temperature. The task is to find the low-frequency current noise and compare it with that of independent, randomly timed charge transfers.

**Conventions and assumptions.** The coordinate $x$ runs from the left reservoir ($x=0$) to the right one ($x=L$), and $s=x/L$. The energy $E$ is the total energy, kinetic plus electrostatic. The reservoirs have electrochemical potentials $eV$ (left) and $0$ (right), with $e>0$. The current $I$ is counted as $+e$ per electron moving to the right; the opposite sign would not change the noise. The noise is

$$S=2\int_{-\infty}^{\infty}dt\,\langle\delta I(t)\,\delta I(0)\rangle .$$

Independent events of mean rate $r$ have the rate autocorrelation $r\,\delta(t)$. Transfers of charge $e$ therefore give $S=2e^2r=2eI$, the Poisson value. The Fano factor is $F=S/(2eI)$.

The reservoirs are ideal: electrons enter the wire with fixed equilibrium occupations. No electron exchanges energy with other electrons or with phonons while it is in the wire. The speed $v$ and the density of states $\nu$ (both spins, per energy and volume) are constant over the window $eV$. The treatment is semiclassical and to leading order in $l/L$, so $L$ must also be far below the localization length.

## (a) The distribution in the wire

**Find the mean occupation at each energy and position, and the conductance.**

**Solution.** Let $f(\mathbf n,x,E)$ be the occupation of states with direction of motion $\mathbf n$. Let $w(\mathbf n\cdot\mathbf n')$ be the rate of scattering from $\mathbf n$ to $\mathbf n'$, and let angle brackets denote averages over directions. The net loss from direction $\mathbf n$ is

$$\langle w[f(1-f')-f'(1-f)]\rangle'=\langle w(f-f')\rangle' ,$$

because the products $ff'$ cancel. Pauli blocking thus drops out of the mean motion. Total energy is conserved, so no separate field term appears, and the stationary Boltzmann equation is

$$v n_x\,\partial_x f=-\langle w(f-f')\rangle' .$$

Try $f=f_0(x)+n_xf_1(x)$. The average of $w\,\mathbf n'$ over $\mathbf n'$ can only point along $\mathbf n$, so

$$\langle w(n_x-n_x')\rangle'=\frac{n_x}{\tau},\qquad \frac1\tau=\langle w(1-\mathbf n\cdot\mathbf n')\rangle' .$$

This defines the transport time $\tau$, and $l=v\tau$. The equation becomes

$$v n_xf_0'+v n_x^2f_1'=-\frac{n_xf_1}{\tau}.$$

Averaging over directions, with $\langle n_x\rangle=0$ and $\langle n_x^2\rangle=1/3$, gives $f_1'=0$. The remaining terms give $f_1=-l f_0'$. Hence $f_0''=0$.

The trial form cannot match the incoming electrons at the ends, where boundary layers about $l$ thick form. Their effect is of relative order $l/L$. For isotropic scattering, a numerical solution of the integral form of the Boltzmann equation on cells of $0.05\,l$ gives a largest deviation of the angle-averaged occupation from a straight line of 0.030 at $L/l=20$ and 0.016 at $L/l=40$. To leading order the ends take the reservoir values, and

$$f_0=(1-s)f_L+s f_R .$$

At zero temperature,

$$f_0=\begin{cases}1,&E<0\\ 1-s,&0<E<eV\\ 0,&E>eV.\end{cases}$$

As a function of energy this has two steps, one at each reservoir potential. It is not a Fermi function: the steps stay sharp because no process redistributes electrons in energy.

The particle flux per energy and area is $\nu v\langle n_xf\rangle=\nu vf_1/3=-\nu Df_0'$, with $D=v^2\tau/3=vl/3$. Since $-f_0'=(f_L-f_R)/L$,

$$I=\frac{eA\nu D}{L}\int dE\,(f_L-f_R)=\frac{e^2\nu DA}{L}V .$$

Thus $G=\sigma A/L$, with $\sigma=e^2\nu D$.

## (b) The noise made by impurity scattering

**Elastic collisions occur at random times. Find the spectrum of the random current density they produce.**

**Solution.** Collisions are brief and are treated as independent Poisson events. In a volume $d^3r$ and energy interval $dE$, the mean rate of events from $\mathbf n$ to $\mathbf n'$ is

$$\nu\,dE\,d^3r\;w\,f(1-f')$$

per unit of normalized solid angle in each direction. Here the blocking factor remains: the products $ff'$ cancel in the difference of forward and backward rates, but the variances of the two kinds of event add.

Let $\delta K(\mathbf n)$ be the random part of the collision rate, expressed as a change of occupation per time. Because the collision term is linear, the occupation fluctuation obeys

$$\partial_t\delta f+v\,\mathbf n\cdot\nabla\delta f+\langle w(\delta f-\delta f')\rangle'=\delta K .$$

At low frequency the time derivative is dropped, together with the slow energy change caused by a time-dependent potential. Multiply by $e\nu v n_x$ and average over directions. Since $w$ is symmetric, the collision term gives $i/\tau$, where $i=e\nu v\langle n_x\delta f\rangle$ is the fluctuating current density per energy. The gradient term gives $e\nu(v^2/3)\partial_x\delta f_0$. Therefore

$$i=-e\nu D\,\partial_x\delta f_0+e\tau\nu v\langle n_x\delta K\rangle .$$

The second angular harmonic of $\delta f$ has been omitted. It enters as a spatial derivative, so after integration along the wire it leaves end contributions, smaller by a power of $l/L$.

One collision changes the summed velocity $x$-component by $v(n_x'-n_x)$. Its weight in the last term is thus $e\tau v(n_x'-n_x)$: the charge times the change in the distance the electron goes on to travel before its direction is forgotten. Call this term, integrated over energy, $j_s$. Independent events at different places are uncorrelated, so its spectrum is $C(\mathbf r)\,\delta(\mathbf r-\mathbf r')$. Replacing $f$ by $f_0$ to leading order,

$$C=2e^2\tau^2v^2\nu\,\langle\langle w(n_x-n_x')^2\rangle\rangle\int dE\,f_0(1-f_0).$$

The factor 2 comes from the definition of $S$. For the angular average, rotate each pair $\mathbf n,\mathbf n'$ rigidly over all orientations. Then $n_x^2$ and $n_x'^2$ average to $1/3$, and $n_xn_x'$ to $\mathbf n\cdot\mathbf n'/3$, so

$$\langle\langle w(n_x-n_x')^2\rangle\rangle=\tfrac23\langle\langle w(1-\mathbf n\cdot\mathbf n')\rangle\rangle=\frac{2}{3\tau}.$$

Hence

$$C=4e^2\nu\,\frac{v^2\tau}{3}\int dE\,f_0(1-f_0)=4\sigma\int dE\,f_0(1-f_0).$$

The result holds for anisotropic scattering too, since the same transport time enters $\sigma$ and the noise.

## (c) From local sources to the terminals

**Express the noise of the terminal current through the distribution.**

**Solution.** Integrate the fluctuating current over energy and cross-section:

$$\delta I(x)=-e\nu D\,\partial_x\!\int dA\int dE\,\delta f_0+\int dA\,j_s .$$

At frequencies well below $D/L^2$ and the charge relaxation rate, charge does not accumulate, and $\delta I$ is the same at every $x$. Average the equation over the wire. The derivative integrates to the difference of its end values. These vanish, because ideal reservoirs hold $\delta f_0=0$. In total-energy variables, $\int dE\,\delta f_0$ is the fluctuation of the local electrochemical potential, so the response of the electric field is already included. What remains is

$$\delta I=\frac1L\int_0^Ldx\int dA\,j_s .$$

The delta function removes one of the two volume integrals in the correlator:

$$S=\frac{A}{L^2}\int_0^Ldx\;4\sigma\int dE\,f_0(1-f_0)=\frac{4G}{L}\int_0^Ldx\int dE\,f_0(1-f_0).$$

In equilibrium $f_0$ is a Fermi function and $f_0(1-f_0)=-kT\,\partial f_0/\partial E$. The energy integral is then $kT$, and $S=4kTG$, the Johnson–Nyquist noise, as the fluctuation-dissipation theorem requires.

## (d) The Fano factor at zero temperature

**Evaluate the noise for the distribution found in (a).**

**Solution.** States outside the window are full or empty and contribute nothing. Inside it, $f_0(1-f_0)=(1-s)s$, so

$$\int dE\,f_0(1-f_0)=eV\,s(1-s).$$

The average over position is

$$\int_0^1(s-s^2)\,ds=\frac12-\frac13=\frac16 .$$

With $I=GV$,

$$S=4G\,\frac{eV}{6}=\frac23\,eGV=\frac13\,(2eI),\qquad F=\frac13 .$$

Length, cross-section, density of states and scattering strength have all dropped out, within the stated regime. The local source is strongest in the middle, where the states in the window are half filled, and vanishes at the ends, where they are full or empty.

## (e) What reduces the noise below the Poisson value?

**Suppose the left reservoir fills the states in the window with probability $a$ instead of 1, without correlations, while the right one leaves them empty. Find $F(a)$.**

**Solution.** The occupation in the window is now $a(1-s)$, and the current is $I=aGV$. The position average is

$$\int_0^1\left[a(1-s)-a^2(1-s)^2\right]ds=\frac a2-\frac{a^2}{3}.$$

Therefore

$$F=\frac{4G\,eV\,(a/2-a^2/3)}{2e\,aGV}=1-\frac{2a}{3}.$$

For $a=0.01$ this is 0.9933, nearly Poissonian; for $a=1$ it is $1/3$. The term in $a^2$ comes from the factor $1-f_0$. Repeated scattering alone therefore leaves the noise at its full Poisson value when the states are nearly empty. In this model the reduction comes from blocking by occupied states. In conductors with few carriers, Coulomb repulsion, which is not treated here, can also reduce the noise.

## (f) Finite temperature

**Both reservoirs now have temperature $T$. Find $S$ for any $eV/kT$.**

**Solution.** Integrating the linear profile over position gives

$$\int_0^1f_0\,ds=\frac{f_L+f_R}{2},\qquad \int_0^1f_0^2\,ds=\frac{f_L^2+f_Lf_R+f_R^2}{3}.$$

Their difference can be regrouped as

$$\tfrac13\left[f_L(1-f_L)+f_R(1-f_R)\right]+\tfrac16\left[f_L(1-f_R)+f_R(1-f_L)\right].$$

Expanding confirms it: each linear term has coefficient $\frac13+\frac16=\frac12$, each square $-\frac13$, and the product $-\frac16-\frac16=-\frac13$.

The first bracket integrates over energy to $2kT$. For the second, put $p=f_L(1-f_R)$ and $q=f_R(1-f_L)$. Fermi functions satisfy $p/q=e^{u}$ with $u=eV/kT$, and $p-q=f_L-f_R$. Hence

$$p+q=(f_L-f_R)\frac{e^u+1}{e^u-1}=(f_L-f_R)\coth\frac u2 ,$$

which integrates to $eV\coth(eV/2kT)$. Altogether

$$S=\frac23G\left[4kT+eV\coth\frac{eV}{2kT}\right].$$

For $V\to0$ the second term tends to $2kT$ and $S\to4kTG$. For $eV\gg kT$ the ratio of total noise to $2eI$ is

$$F\simeq\frac13\left(1+\frac{4kT}{eV}\right),$$

so the thermal correction falls slowly, as $1/V$.

## (g) Electrons that thermalize among themselves

**Let electron-electron collisions be frequent enough during the passage through the wire to create a local Fermi function, but much rarer than impurity collisions, while no heat goes to phonons. The collisions conserve momentum, and the reservoirs are at zero temperature. Find $F$.**

**Solution.** Such collisions conserve particle number and energy, and do not change the charge current directly. They can change the energy current, but impurity collisions relax that current much faster, so its diffusion constant remains $D$. The electron-electron collisions therefore drop out of the diffusion equations for the two moments

$$N=\int dE\,[f_0-\theta(-E)],\qquad M=\int dE\,E\,[f_0-\theta(-E)],$$

where $\theta$ is the unit step. Both moments remain linear in $x$, with the end values fixed by the reservoirs:

$$N=(1-s)eV,\qquad M=(1-s)\frac{(eV)^2}{2}.$$

A Fermi function with potential $\mu$ and temperature $T_e$, both small on the scale of the band, has $N=\mu$ and $M=\mu^2/2+\pi^2(kT_e)^2/6$. Thus $\mu=(1-s)eV$ and

$$\frac{\pi^2}{6}(kT_e)^2=\frac{(eV)^2}{2}\left[(1-s)-(1-s)^2\right]=\frac{(eV)^2}{2}s(1-s),$$

$$kT_e=\frac{\sqrt3}{\pi}\,eV\sqrt{s(1-s)} .$$

The energy integral of $f_0(1-f_0)$ is now $kT_e$. The integral of $\sqrt{s(1-s)}$ from 0 to 1 is the area of a half disc of radius $1/2$, which is $\pi/8$. So

$$S=4G\,eV\,\frac{\sqrt3}{\pi}\,\frac{\pi}{8}=\frac{\sqrt3}{2}\,eGV,\qquad F=\frac{\sqrt3}{4}\approx0.433 .$$

Current and stored energy are the same as for the two-step distribution, yet the noise is larger. The value $1/3$ therefore depends on the shape of the distribution. If phonons instead hold the electrons at the lattice temperature, the formula of (c) gives $4kTG$, and the shot noise disappears.

## (h) Numbers for a metal wire

**Take $L=600$ nm, width 50 nm, thickness 20 nm, $D=60$ cm²/s, 60 free electrons per nm³ and $V=0.50$ mV. Find the noise, and estimate what the ideal result omits at a bath temperature of 50 mK.**

**Solution.** These are rough values in the regime of a thin evaporated gold wire. The free-electron relations $k_F=(3\pi^2n)^{1/3}$, $v=\hbar k_F/m$ and $E_F=mv^2/2$, with the free electron mass $m$, give $v=1.40\times10^6$ m/s and $E_F=5.59$ eV. Then

$$\nu=\frac{3n}{2E_F}=16.1\ \mathrm{eV^{-1}nm^{-3}},\qquad l=\frac{3D}{v}=12.8\ \mathrm{nm},$$

and $L/l\approx47$. The thickness is comparable with $l$, so $D$ must be read as an effective value that includes surface scattering. From $\sigma=e^2\nu D=1.55\times10^7$ S/m,

$$R=\frac{L}{\sigma A}=\frac{6.00\times10^{-7}}{(1.548\times10^7)(1.00\times10^{-15})}\ \Omega=38.8\ \Omega,$$

and $I=V/R=12.9$ µA. The position average of $\int dE\,f_0(1-f_0)$ is $500/6=83.3$ µeV; in the middle of the wire the integral is 125 µeV. The Poisson noise is $2eI=4.13\times10^{-24}$ A²/Hz, so

$$S=\tfrac13(2eI)=1.38\times10^{-24}\ \mathrm{A^2/Hz},\qquad \sqrt S=1.17\ \mathrm{pA/\sqrt{Hz}} .$$

**Reservoirs.** With both reservoirs at 50 mK, the formula of (f) gives $F=0.345$. Real contact pads also warm up. Each receives half the Joule power $VI$, which spreads through a film of sheet resistance $R_\square$ across half circles of radius $r$. The Wiedemann–Franz law gives the film a sheet thermal conductance $\mathcal L T/R_\square$, with $\mathcal L=\pi^2k^2/(3e^2)$, so

$$\frac{VI}{2}=-\pi r\,\frac{\mathcal LT}{R_\square}\frac{dT}{dr}
\quad\Rightarrow\quad
T_1^2=T_0^2+\frac{VI\,R_\square}{\pi\mathcal L}\ln\frac{r_0}{r_1}.$$

For a 1 µm thick pad of resistivity $2\times10^{-8}$ Ω m, $R_\square=0.020$ Ω. With heat spreading from $r_1=1$ µm to $r_0=100$ µm, where the film is assumed to be held at the bath temperature, $T_1\approx0.10$ K. The noise ratio then becomes $F\approx0.357$, about 7% above $1/3$. Here $r_1$ stands for the distance at which the electrons have thermalized, and its value is an assumption: $r_1=30$ µm would give $F\approx0.349$, while a smaller radius would give more heating. The clean-metal relaxation time $\hbar E_F/(eV)^2$ corresponds to a diffusion length of roughly 17 µm in this pad, so 1 µm is a low choice and 0.357 a high estimate for this heat sink. The heat sink at $r_0$ is an assumption too. If the pad ended there and lost heat only to phonons at the bath temperature, with the rough coupling used below, $T_1$ would be about 0.18 K and $F\approx0.374$. Thick pads of low resistivity reduce the heating at fixed wire resistance and voltage.

**Energy exchange.** The dwell time is $L^2/D=60$ ps. An order-of-magnitude estimate, not derived here, takes the electron-electron exchange rate as $eV/\hbar$ divided by the conductance, in units of $e^2/\hbar$, of a segment of length $\sqrt{\hbar D/eV}=89$ nm. That conductance is about 716, and the rate times the dwell time is 0.06. With everything else fixed, the product grows as $L^2$ and reaches about 1 for a wire four times longer, where $F$ should begin to rise from $1/3$. Values near 0.433 need a product much larger than 1. The estimate is for a pure metal: traces of magnetic impurities, which are common in gold, can raise the exchange rate well above it.

For phonons, take a rough coupling of $2\times10^9$ W m⁻³ K⁻⁵ times $T_e^5$. Applying the mid-wire temperature from (g), 1.6 K, to the whole volume gives a phonon power of 0.2% of the Joule power. This is an upper estimate; the two-step distribution with the same coupling emits about 0.04%.

**Other limits.** The ratio $l/L$ is about 0.02. In the slab model of (a), the boundary layers at this length raise the resistance by about 3% and lower the current and noise by the same amount, so the third digit of $R$, $I$ and $S$ above is not meaningful; $F$ changes by less than 0.001. Quantum corrections to the conductance have the relative scale $(2e^2/h)R=0.003$. The localization length is of the order of the number of channels, $k_F^2A/4\pi$, times $l$, about 150 µm, far above $L$. A frequency well below $D/(2\pi L^2)\approx2.7$ GHz is sufficient for the derivation in (c). It is not a strict upper limit, because screening in a metal keeps the wire neutral up to much higher frequencies.

Numbers in the example were calculated in double precision.
